**Quarter-Talbot copies and their limits in extreme-ultraviolet lithography**

For a paraxial grating field $u_0(x)$ of period $d$ and wavelength $\lambda$, the field at one quarter of $z_T=2d^2/\lambda$ is $[e^{-i\pi/4}u_0(x)+e^{i\pi/4}u_0(x-d/2)]/\sqrt2$. The program asserts this by fitting displaced copies to a finite-difference solution and by evaluating the Fresnel integral on a rotated contour. It also asserts the intensities for phase gratings and leaking absorbers, the leading non-paraxial phase, the image shift under tilted light, and, for a finite grating, a small field error at the centre and a large one at the end. The fitted copies have magnitudes 0.70711 and a relative phase of 0.50000 π rad. For 92 eV photons and a 1000 nm period, the quarter distance is 37.10 µm. A Helmholtz calculation then sizes distance error, bandwidth, blur and absorber leakage. With all of these together, the mean intensities of neighbouring lines are 0.538 and 0.405, against 0.500 for both in the ideal case.

## Program and output

```python
"""Quarter-Talbot theorem for a paraxial grating field.

Result under test, with full Talbot distance zT = 2 d^2 / wavelength:
  u(x, zT/4) = [exp(-i pi/4) u0(x) + exp(+i pi/4) u0(x-d/2)] / sqrt(2)
u0: complex envelope leaving the grating; d: period; x: lateral position;
z: distance; time factor exp(-i omega t), carrier exp(i k z) removed.
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc

pi = np.pi

# ---------- example inputs ----------
photon_eV = 92.0
d = 1000.0
slit = 250.0
absorber_nm = 80.0
delta, beta = 0.05, 0.07       # refractive index = 1 - delta + i beta
gap_error = 500.0
bandwidth = 0.02               # relative full width at half maximum
source_angle = 2.0e-4          # rms, rad
resist_blur = 3.0              # rms
dose_mJ_cm2 = 20.0
absorbed_fraction = 0.2

# ---------- wavelength through atomic units, checked in SI ----------
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
c_au = 1 / sc.fine_structure
energy_au = photon_eV / hartree_eV
wl = 2 * pi * c_au / energy_au * bohr_nm
wl_si = sc.h * sc.c / (photon_eV * sc.e) * 1e9
assert abs(wl / wl_si - 1) < 1e-8
k = 2 * pi / wl
z_full = 2 * d**2 / wl
z_quarter = z_full / 4

# ---------- finite-difference solution of the paraxial equation ----------
orders = np.arange(-2, 4)
coeff = np.array([0.2 - 0.1j, 0.35j, 0.8, 0.4 + 0.2j, -0.25, 0.15j])


def smooth_mask(x):
    """Asymmetric complex test mask; x may be complex."""
    x = np.asarray(x)
    waves = np.exp(2j * pi * orders * x[..., None] / d)
    return waves @ coeff


n_fd = 240
h_fd = d / n_fd
x_fd = np.arange(n_fd) * h_fd
eye = np.eye(n_fd)
laplacian = -30 * eye
for step, weight in ((1, 16), (2, -1)):
    laplacian += weight * (np.roll(eye, step, 0) + np.roll(eye, -step, 0))
laplacian /= 12 * h_fd**2
eigval, eigvec = np.linalg.eigh(laplacian)


def fd_propagate(field, z):
    phase = np.exp(1j * z * eigval / (2 * k))
    return eigvec @ (phase * (eigvec.T @ field))


def fit_copies(field, z, copies):
    """Fit the propagated field by equally displaced copies."""
    basis = np.array([np.roll(field, j * n_fd // copies)
                      for j in range(copies)]).T
    target = fd_propagate(field, z)
    amp = np.linalg.lstsq(basis, target, rcond=None)[0]
    residual = np.linalg.norm(basis @ amp - target)
    return amp, residual / np.linalg.norm(target)


u_fd = smooth_mask(x_fd)
amp_q, res_q = fit_copies(u_fd, z_quarter, 2)
amp_3q, res_3q = fit_copies(u_fd, 3 * z_quarter, 2)
amp_half, res_half = fit_copies(u_fd, z_full / 2, 2)
amp_full, res_full = fit_copies(u_fd, z_full, 2)
amp_8, res_8 = fit_copies(u_fd, z_full / 8, 4)
_, res_8_two = fit_copies(u_fd, z_full / 8, 2)
expected = np.exp(1j * pi / 4 * np.array([-1, 1])) / np.sqrt(2)
# tolerance covers the fourth-order finite-difference phase error
tol_fd = 2e-4
assert np.allclose(amp_q, expected, atol=tol_fd) and res_q < tol_fd
assert np.allclose(amp_3q, expected.conj(), atol=tol_fd)
assert np.allclose(amp_half, [0, 1], atol=tol_fd)
assert np.allclose(amp_full, [1, 0], atol=tol_fd)
assert max(res_3q, res_half, res_full, res_8) < tol_fd
assert np.allclose(abs(amp_8), 0.5, atol=tol_fd)
assert res_8_two > 0.05
rel_phase = np.angle(amp_q[1] / amp_q[0])
rel_phase_3q = np.angle(amp_3q[1] / amp_3q[0])

# ---------- Fresnel integral on a contour rotated by 45 degrees ----------
s = np.linspace(-6 * d, 6 * d, 6001)
gauss = np.exp(-pi * s**2 / (wl * z_quarter))
x_test = np.linspace(0, d, 13)
contour = x_test[:, None] + np.exp(1j * pi / 4) * s
u_fresnel = (smooth_mask(contour) * gauss).sum(axis=1)
u_fresnel *= (s[1] - s[0]) / np.sqrt(wl * z_quarter)
copy_a = smooth_mask(x_test)
copy_b = smooth_mask(x_test - d / 2)
u_formula = expected[0] * copy_a + expected[1] * copy_b
fresnel_error = np.max(abs(u_fresnel - u_formula))
assert fresnel_error < 1e-9
intensity_formula = ((abs(copy_a)**2 + abs(copy_b)**2) / 2
                     + np.imag(copy_a * copy_b.conj()))
assert np.allclose(abs(u_fresnel)**2, intensity_formula, atol=1e-8)


# ---------- real masks double the intensity frequency ----------
def doubling_error(mask):
    image = abs(fd_propagate(mask, z_quarter))**2
    return np.max(abs(image - np.roll(image, n_fd // 2))) / image.max()


double_real = doubling_error(u_fd.real)
double_complex = doubling_error(u_fd)
assert double_real < 1e-3
assert double_complex > 0.1


# ---------- binary masks by averaged sums of diffraction orders ----------
def binary_intensity(inside, outside, width, x):
    top = 4000
    n = np.arange(-top, top + 1)
    c = (inside - outside) * width / d * np.sinc(n * width / d) + 0j
    c[top] += outside
    c *= (1 - abs(n) / (top + 1)) * np.exp(-0.5j * pi * (n**2 % 4))
    waves = np.exp(2j * pi * np.outer(x, n) / d)
    return abs(waves @ c)**2


centres = np.array([0, d / 2])
phase_half_pi = binary_intensity(1j, 1, d / 2, centres)
phase_pi = binary_intensity(-1, 1, d / 2, centres)
assert np.allclose(phase_half_pi, [2, 0], atol=2e-3)
assert np.allclose(phase_pi, [1, 1], atol=2e-3)

leak = np.exp(1j * k * (-delta + 1j * beta) * absorber_nm)
b_leak, phi_leak = abs(leak), np.angle(leak)
leak_points = binary_intensity(1, leak, slit, np.array([0, d / 2, d / 4]))
mean_line = (1 + b_leak**2) / 2
tilt_term = b_leak * np.sin(phi_leak)
leak_formula = [mean_line - tilt_term, mean_line + tilt_term, b_leak**2]
assert np.allclose(leak_points, leak_formula, atol=2e-3)

# ---------- Helmholtz propagation of the example ----------
n_x = 2000
x = (np.arange(n_x) + 0.5) * d / n_x - d / 2
n_order = np.fft.fftfreq(n_x, 1 / n_x)
q_order = 2 * pi * n_order / d


def helmholtz(field, z, wavelength=wl, angle=0.0):
    wave_k = 2 * pi / wavelength
    q = q_order + wave_k * np.sin(angle)
    kz = np.sqrt(wave_k**2 - q**2 + 0j)
    return np.fft.ifft(np.fft.fft(field) * np.exp(1j * (kz - wave_k) * z))


def blur(image, sigma):
    window = np.exp(-(q_order * sigma)**2 / 2)
    return np.fft.ifft(np.fft.fft(image) * window).real


def spectral_image(field, z):
    sigma = bandwidth / np.sqrt(8 * np.log(2))
    shifts = np.linspace(-3 * sigma, 3 * sigma, 121)
    weights = np.exp(-shifts**2 / (2 * sigma**2))
    weights /= weights.sum()
    return sum(w * abs(helmholtz(field, z, wl * (1 + r)))**2
               for w, r in zip(weights, shifts))


in_slit = abs(x) < slit / 2
in_shifted = abs(x) > d / 2 - slit / 2
in_gap = ~(in_slit | in_shifted)


def means(image):
    return np.array([image[m].mean() for m in (in_slit, in_shifted, in_gap)])


def thick_mask(steps):
    """Field after one-way scalar diffraction inside the absorber."""
    dz = absorber_nm / steps
    index_change = np.where(in_slit, 0, -delta + 1j * beta)
    screen = np.exp(1j * k * index_change * dz)
    field = np.ones(n_x, complex)
    for _ in range(steps):
        field = helmholtz(field, dz / 2)
        field = helmholtz(field * screen, dz / 2)
    return field


ideal = in_slit.astype(complex)
leaky = np.where(in_slit, 1, leak)
thick = thick_mask(160)
two_copies = expected[0] * ideal + expected[1] * np.roll(ideal, n_x // 2)
angle_blur = z_quarter * source_angle
total_blur = np.hypot(angle_blur, resist_blur)
exact_image = abs(helmholtz(ideal, z_quarter))**2
z_off = z_quarter + gap_error
rows = {
    "two-copy formula": means(abs(two_copies)**2),
    "Helmholtz": means(exact_image),
    "Helmholtz, gap error": means(abs(helmholtz(ideal, z_off))**2),
    "Helmholtz, bandwidth": means(spectral_image(ideal, z_quarter)),
    "Helmholtz, blur": means(blur(exact_image, total_blur)),
    "Helmholtz, thin leak": means(abs(helmholtz(leaky, z_quarter))**2),
    "Helmholtz, thick mask": means(abs(helmholtz(thick, z_quarter))**2),
    "all together": means(blur(spectral_image(thick, z_off), total_blur)),
}
thin = rows["Helmholtz, thin leak"]
assert abs(thin[0] - thin[1] + 2 * tilt_term) < 0.02
finer = means(abs(helmholtz(thick_mask(320), z_quarter))**2)
# tolerance is the required step convergence of the thick-mask means
assert np.max(abs(finer - rows["Helmholtz, thick mask"])) < 3e-3

# ---------- first non-paraxial phase ----------
quartic = {}
for n in (1, 3, 5, 7):
    sine = n * wl / d
    exact_phase = k * z_quarter * (np.sqrt(1 - sine**2) - 1)
    excess = exact_phase + pi * n**2 / 2
    quartic[n] = -pi * n**4 * wl**2 / (8 * d**2)
    assert abs(excess / quartic[n] - 1) < sine**2 + 1e-6
order_one_rad = (8 * d**2 / (pi * wl**2))**0.25

# ---------- a tilted source moves the image by z times angle ----------
smooth = smooth_mask(x)
straight = abs(helmholtz(smooth, z_quarter))**2
tilted = abs(helmholtz(smooth, z_quarter, angle=source_angle))**2
moved = np.fft.ifft(np.fft.fft(straight)
                    * np.exp(-1j * q_order * angle_blur)).real
assert np.max(abs(tilted - moved)) < 2e-3 * straight.max()
assert np.max(abs(tilted - straight)) > 2e-2 * straight.max()

# ---------- finite grating: centre against end ----------
per_period, periods_window, periods_open = 64, 256, 40
x_long = (np.arange(per_period * periods_window) + 0.5) * d / per_period
x_long -= periods_window * d / 2
opened = abs(x_long) < periods_open * d / 2
q_long = 2 * pi * np.fft.fftfreq(x_long.size, d / per_period)
finite = np.fft.ifft(np.fft.fft(smooth_mask(x_long) * opened)
                     * np.exp(-0.5j * q_long**2 * z_quarter / k))
infinite = (expected[0] * smooth_mask(x_long)
            + expected[1] * smooth_mask(x_long - d / 2))
finite_error = abs(finite - infinite) / np.max(abs(infinite))
centre_error = finite_error[abs(x_long) < d / 2].max()
last_period = opened & (x_long > (periods_open / 2 - 1) * d)
end_error = finite_error[last_period].max()
assert centre_error < 0.05 and end_error > 0.15

# ---------- separate estimates ----------
polar_loss = 1 - np.cos(2 * np.arcsin(7 * wl / d))
photons_nm2 = dose_mJ_cm2 * 1e-3 / 1e14 / (photon_eV * sc.e)
absorbed = photons_nm2 * absorbed_fraction * 100
noise = 1 / np.sqrt(absorbed)

# ---------- printed results ----------
print(f"photon energy: {photon_eV:.1f} eV")
print(f"wavelength: {wl:.4f} nm")
print(f"period, slit: {d:.0f}, {slit:.0f} nm")
print(f"full Talbot distance: {z_full:.0f} nm")
print(f"quarter distance: {z_quarter:.0f} nm = {z_quarter/1e3:.2f} um")
print("fitted copies at 1/4: magnitudes "
      f"{abs(amp_q[0]):.5f}, {abs(amp_q[1]):.5f}")
print(f"relative phase at 1/4: {rel_phase/pi:.5f} pi rad")
print(f"relative phase at 3/4: {rel_phase_3q/pi:.5f} pi rad")
print("four copies at 1/8: magnitudes "
      + ", ".join(f"{a:.4f}" for a in abs(amp_8)))
print(f"two-copy fit residual at 1/8: {res_8_two:.3f} (relative)")
print(f"Fresnel integral minus formula, max: {fresnel_error:.1e}")
print(f"half-period intensity mismatch, real mask: {double_real:.1e}")
print(f"same, complex mask: {double_complex:.3f}")
print("pi/2 phase grating intensities: "
      f"{phase_half_pi[0]:.3f}, {phase_half_pi[1]:.3f}")
print(f"pi phase grating intensities: {phase_pi[0]:.3f}, {phase_pi[1]:.3f}")
print(f"absorber thickness: {absorber_nm:.0f} nm")
print(f"absorber delta, beta: {delta:.2f}, {beta:.2f}")
print(f"leaked amplitude: {b_leak:.4f}; intensity: {b_leak**2:.4f}")
print(f"leak phase: {phi_leak:.3f} rad")
print("leak formula, line / shifted line / gap: "
      + " / ".join(f"{v:.4f}" for v in leak_formula))
print(f"gap error: {gap_error:.0f} nm; bandwidth FWHM: {100*bandwidth:.1f} %")
print(f"source angle rms: {source_angle*1e3:.2f} mrad")
print(f"angle blur, resist blur: {angle_blur:.2f}, {resist_blur:.2f} nm rms")
print(f"combined blur: {total_blur:.2f} nm rms")
print("Mean intensity (incident = 1): line / shifted line / gap")
for name, value in rows.items():
    print(f"  {name}: " + " / ".join(f"{v:.4f}" for v in value))
for n, value in quartic.items():
    print(f"non-paraxial phase, order {n}: {value:.5f} rad")
print(f"order where this phase is 1 rad: {order_one_rad:.1f}")
print(f"sideways walk of order 7: {7*wl/d*z_quarter:.0f} nm")
print(f"finite grating: {periods_open} periods")
print(f"field error, centre / end: {centre_error:.4f} / {end_error:.3f}")
print(f"polarization contrast loss, orders +-7: {100*polar_loss:.2f} %")
print(f"dose: {dose_mJ_cm2:.0f} mJ/cm2; absorbed: {absorbed_fraction:.2f}")
print(f"absorbed photons in 10 nm square: {absorbed:.0f}")
print(f"photon noise in that square: {100*noise:.1f} %")
print("verified")
```

Running it gives:

```
photon energy: 92.0 eV
wavelength: 13.4765 nm
period, slit: 1000, 250 nm
full Talbot distance: 148406 nm
quarter distance: 37102 nm = 37.10 um
fitted copies at 1/4: magnitudes 0.70711, 0.70711
relative phase at 1/4: 0.50000 pi rad
relative phase at 3/4: -0.50000 pi rad
four copies at 1/8: magnitudes 0.5000, 0.5000, 0.5000, 0.5000
two-copy fit residual at 1/8: 0.591 (relative)
Fresnel integral minus formula, max: 2.8e-14
half-period intensity mismatch, real mask: 3.3e-06
same, complex mask: 0.999
pi/2 phase grating intensities: 2.000, 0.000
pi phase grating intensities: 1.000, 1.000
absorber thickness: 80 nm
absorber delta, beta: 0.05, 0.07
leaked amplitude: 0.0735; intensity: 0.0054
leak phase: -1.865 rad
leak formula, line / shifted line / gap: 0.5730 / 0.4324 / 0.0054
gap error: 500 nm; bandwidth FWHM: 2.0 %
source angle rms: 0.20 mrad
angle blur, resist blur: 7.42, 3.00 nm rms
combined blur: 8.00 nm rms
Mean intensity (incident = 1): line / shifted line / gap
  two-copy formula: 0.5000 / 0.5000 / 0.0000
  Helmholtz: 0.4753 / 0.4760 / 0.0216
  Helmholtz, gap error: 0.4663 / 0.4567 / 0.0358
  Helmholtz, bandwidth: 0.4735 / 0.4734 / 0.0238
  Helmholtz, blur: 0.4741 / 0.4734 / 0.0235
  Helmholtz, thin leak: 0.5468 / 0.4125 / 0.0256
  Helmholtz, thick mask: 0.5488 / 0.4134 / 0.0219
  all together: 0.5378 / 0.4047 / 0.0318
non-paraxial phase, order 1: -0.00007 rad
non-paraxial phase, order 3: -0.00578 rad
non-paraxial phase, order 5: -0.04458 rad
non-paraxial phase, order 7: -0.17124 rad
order where this phase is 1 rad: 10.9
sideways walk of order 7: 3500 nm
finite grating: 40 periods
field error, centre / end: 0.0001 / 0.624
polarization contrast loss, orders +-7: 1.78 %
dose: 20 mJ/cm2; absorbed: 0.20
absorbed photons in 10 nm square: 271
photon noise in that square: 6.1 %
verified
```
